# Temperature Coefficients of Schottky Barriers Pinned Above the Valence Edge: verification in Python

```python
"""Temperature drift of Schottky barriers pinned above the valence edge.

Result under test: if the Fermi level at a metal-semiconductor interface is
held at a fixed energy phi0 above the valence edge, the hole barrier phi_p
is constant and the electron barrier phi_n = Eg - phi_p has the slope dEg/dT.
For a finite density D of gap states behind a layer (thickness d, permittivity
eps_i), with S = 1/(1 + e^2 D d/eps_i), ionization energy I, work function WF:
    dphi_p/dT = S d(I - WF)/dT + (1 - S) dphi0/dT.
A plot of ln(J/T^2) against 1/kT has the local slope -(phi - T dphi/dT).
Energies are in eV, lengths in m, temperatures in K unless a name says more.
"""
import numpy as np
from scipy.constants import e as q, k, h, hbar, m_e, epsilon_0, pi
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

KB = k / q                           # eV/K
E0, A_GAP, B_GAP = 1.17, 4.7e-4, 640.0
PHI0 = 0.40                          # neutral level above valence edge
LAYER, EPS_I = 0.5e-9, 4.0 * epsilon_0
D0 = 4.0e18                          # gap states per m^2 and eV
CHI300, WF300, WF_SLOPE = 4.05, 4.70, 1.0e-4
EDGE_SHARE = 0.5                     # share of gap change in conduction edge
EPS_S, DOPING, MASS = 11.7 * epsilon_0, 1.0e22, 0.3 * m_e
BAND300 = 3.0e25                     # effective band density at 300 K, m^-3
TEMPS = (250.0, 300.0, 350.0)

gl_x, gl_w = np.polynomial.legendre.leggauss(200)
unit_x, unit_w = 0.5 * (gl_x + 1), 0.5 * gl_w
lag_x, lag_w = np.polynomial.laguerre.laggauss(30)


def gap(T):
    return E0 - A_GAP * T**2 / (T + B_GAP)


def gap_slope(T):
    return -A_GAP * T * (T + 2 * B_GAP) / (T + B_GAP)**2


def drift(func, T, step=1.0):
    return (func(T + step) - func(T - step)) / (2 * step)


def pinning_S(D):
    return 1 / (1 + q * D * LAYER / EPS_I)


def bending(phi, T):
    """Zero-bias band bending in V for barrier phi."""
    return phi - KB * T * np.log(BAND300 * (T / 300)**1.5 / DOPING)


def depletion_charge(phi, T):
    return np.sqrt(2 * EPS_S * q * DOPING * max(bending(phi, T), 0.0))


def solve_hole_barrier(T, D=D0, level=lambda T: PHI0, wf_shift=0.0,
                       n_doped=False):
    """Fermi level above the valence edge from the interface charge balance."""
    eg = gap(T)
    chi = CHI300 - EDGE_SHARE * (eg - gap(300.0))
    wf = WF300 + WF_SLOPE * (T - 300) + wf_shift

    def mismatch(fermi):
        occupied = eg * np.sum(unit_w * expit((fermi - eg * unit_x) / (KB * T)))
        sheet = -q * D * (occupied - level(T))
        if n_doped:
            sheet += depletion_charge(eg - fermi, T)
        return eg - fermi + chi - wf + sheet * LAYER / EPS_I

    return brentq(mismatch, 0.02, eg - 0.02, xtol=1e-14)


def emission(phi, T):
    """Current density in A/m^2: Fermi function summed over both energies."""
    total = lag_x[:, None] + lag_x[None, :]
    integrand = 1 / (np.exp(-total) + np.exp(phi / (KB * T)))
    return 4 * pi * q * m_e * (k * T)**2 / h**3 * (lag_w @ integrand @ lag_w)


def image_lowering(phi, T):
    """Lowering in eV from the maximum of image plus depletion potential."""
    field = depletion_charge(phi, T) / EPS_S

    def depth(x_nm):
        x = x_nm * 1e-9
        return (q / (16 * pi * EPS_S * x) + field * x
                - q * DOPING * x**2 / (2 * EPS_S))

    return minimize_scalar(depth, bounds=(0.3, 30), method="bounded",
                           options={"xatol": 1e-8}).fun


def wkb_exponent(depth, psi):
    """Tunnelling exponent at energies depth below the top of the barrier."""
    depth = np.atleast_1d(depth)[:, None]
    width = np.sqrt(2 * EPS_S * psi / (q * DOPING))
    turn = 1 - np.sqrt(np.maximum(1 - depth / psi, 0))
    s = turn * (1 - unit_x**2)
    height = np.maximum(psi * (1 - s)**2 - (psi - depth), 0)
    path = np.sum(unit_w * 2 * turn * unit_x * np.sqrt(height), axis=1)
    return 2 / hbar * width * np.sqrt(2 * MASS * q) * path


def tunnel_lowering(phi, T):
    """Barrier reduction in eV that gives the same rise of the current."""
    psi = bending(phi, T)
    depth = psi * unit_x
    boost = np.exp(depth / (KB * T) - wkb_exponent(depth, psi))
    return KB * T * np.log(1 + psi * np.sum(unit_w * boost) / (KB * T))


def electron_ideal(T):
    return gap(T) - PHI0


def hole_ideal(T):
    return PHI0


# Gap slope, and barrier slopes from the solved charge balance.
fraction = PHI0 / gap(300.0)
for T in TEMPS:
    assert abs(drift(gap, T) - gap_slope(T)) < 1e-9
    for D in (D0, 10 * D0, 100 * D0):
        S = pinning_S(D)
        vacuum_part = S * ((1 - EDGE_SHARE) * gap_slope(T) - WF_SLOPE)
        hole = drift(lambda t: solve_hole_barrier(t, D), T)
        electron = drift(lambda t: gap(t) - solve_hole_barrier(t, D), T)
        assert abs(hole - vacuum_part) < 1e-8
        assert abs(electron - (gap_slope(T) - vacuum_part)) < 1e-8
        moving = drift(lambda t: solve_hole_barrier(
            t, D, level=lambda u: fraction * gap(u)), T)
        predicted = vacuum_part + (1 - S) * fraction * gap_slope(T)
        assert abs(moving - predicted) < 1e-8

# Very strong pinning: the ideal statement itself.
strong_hole = drift(lambda t: solve_hole_barrier(t, 1e5 * D0), 300.0)
strong_electron = drift(
    lambda t: gap(t) - solve_hole_barrier(t, 1e5 * D0), 300.0)
assert abs(strong_hole) < 1e-8
assert abs(strong_electron - gap_slope(300.0)) < 1e-8

# Pinning factor from a changed metal; barrier value; depletion charge.
S0 = pinning_S(D0)
p300 = solve_hole_barrier(300.0)
S_solved = (p300 - solve_hole_barrier(300.0, wf_shift=0.1)) / 0.1
assert abs(S_solved - S0) < 1e-6
ionization = CHI300 + gap(300.0)
assert abs(p300 - S0 * (ionization - WF300) - (1 - S0) * PHI0) < 1e-6
p_doped = solve_hole_barrier(300.0, n_doped=True)
charge_shift = p_doped - p300
charge = depletion_charge(gap(300.0) - p_doped, 300.0)
assert abs(charge_shift - S0 * charge * LAYER / EPS_I) < 1e-7
charge_drift = drift(lambda t: solve_hole_barrier(t, n_doped=True)
                     - solve_hole_barrier(t), 300.0)

# Emission current and its Richardson plot.
A_TRUE = 4 * pi * q * m_e * k**2 / h**3
window = np.linspace(250.0, 350.0, 11)
fits = {}
for name, barrier in (("electron", electron_ideal), ("hole", hole_ideal)):
    slope = gap_slope(300.0) if name == "electron" else 0.0
    simple = A_TRUE * 300.0**2 * np.exp(-barrier(300.0) / (KB * 300.0))
    assert abs(emission(barrier(300.0), 300.0) / simple - 1) < 1e-6

    def log_current(T):
        return np.log(emission(barrier(T), T) / T**2)

    beta = [1 / (KB * T) for T in (299.0, 301.0)]
    local = -(log_current(301.0) - log_current(299.0)) / (beta[1] - beta[0])
    assert abs(local - (barrier(300.0) - 300.0 * slope)) < 1e-5
    tangent = log_current(300.0) + local / (KB * 300.0)
    assert abs(tangent - np.log(A_TRUE) + slope / KB) < 1e-3
    line = np.polyfit(1 / (KB * window), [log_current(T) for T in window], 1)
    fits[name] = (local, np.exp(tangent) / A_TRUE, -line[0],
                  np.exp(line[1]) / A_TRUE)
activation = [electron_ideal(T) - T * gap_slope(T) for T in (250.0, 350.0)]
assert min(activation) < fits["electron"][2] < max(activation)
assert abs(fits["hole"][2] - PHI0) < 1e-5
assert abs(fits["hole"][3] - 1) < 1e-3

# Image-force estimate and the tunnelling energy scale.
E00 = hbar / 2 * np.sqrt(DOPING / (MASS * EPS_S))
for barrier in (electron_ideal, hole_ideal):
    phi = barrier(300.0)
    field = depletion_charge(phi, 300.0) / EPS_S
    estimate = np.sqrt(q * field / (4 * pi * EPS_S))
    assert abs(image_lowering(phi, 300.0) / estimate - 1) < 0.01
    psi = bending(phi, 300.0)
    assert abs(wkb_exponent(psi, psi)[0] * E00 / psi - 1) < 1e-6

print(f"Gap at 0 K: {E0:.2f} eV; a = {A_GAP*1e3:.2f} meV/K; b = {B_GAP:.0f} K")
print(f"Neutral level above valence edge: {PHI0:.2f} eV")
print(f"Layer: {LAYER*1e9:.1f} nm, relative permittivity {EPS_I/epsilon_0:.1f}")
print(f"Gap-state density: {D0/1e4:.1e} per cm2 and eV")
print(f"At 300 K: affinity {CHI300:.2f} eV, work function {WF300:.2f} eV")
print(f"Work-function drift: {WF_SLOPE*1e3:.2f} meV/K")
print(f"Conduction-edge share of gap change: {EDGE_SHARE:.2f}")
print(f"Doping: {DOPING/1e6:.1e} cm^-3; band density {BAND300/1e6:.1e} cm^-3")
print(f"Semiconductor permittivity {EPS_S/epsilon_0:.1f}; "
      f"tunnel mass {MASS/m_e:.2f} m_e")
print("Ideal pinning:")
for T in TEMPS:
    print(f" T={T:.0f} K: gap {gap(T):.4f} eV, electron {electron_ideal(T):.4f}"
          f" eV, hole {hole_ideal(T):.4f} eV, gap slope"
          f" {gap_slope(T)*1e3:.4f} meV/K")
print(f"Electron-barrier change, 250 to 350 K: "
      f"{(electron_ideal(350.0)-electron_ideal(250.0))*1e3:.2f} meV")
ratio = emission(electron_ideal(350.0), 350.0) / emission(
    electron_ideal(300.0), 350.0)
print(f"350 K current, true / with 300 K electron barrier: {ratio:.3f}")
print("Finite pinning at 300 K, from charge balance:")
for factor in (1, 10, 100):
    D = factor * D0
    hole = drift(lambda t: solve_hole_barrier(t, D), 300.0)
    print(f" D={D/1e4:.1e} /(cm2 eV): S={pinning_S(D):.5f}, hole slope "
          f"{hole*1e3:.5f}, electron slope "
          f"{(drift(gap, 300.0)-hole)*1e3:.5f} meV/K")
hole0 = drift(solve_hole_barrier, 300.0)
print(f"Hole barrier at first D: {p300:.4f} eV; electron "
      f"{gap(300.0)-p300:.4f} eV")
print(f"Hole slope / gap slope at first D: {100*hole0/gap_slope(300.0):.1f} %")
print(f"Neutral level at fixed gap fraction {fraction:.4f}, strong pinning:")
moving = drift(lambda t: solve_hole_barrier(
    t, 1e5 * D0, level=lambda u: fraction * gap(u)), 300.0)
print(f" hole slope {moving*1e3:.4f} meV/K, electron slope "
      f"{(drift(gap, 300.0)-moving)*1e3:.4f} meV/K")
print(f"True Richardson constant (free mass): {A_TRUE/1e4:.2f} A/(cm2 K2)")
for name, (local, a_local, fitted, a_fit) in fits.items():
    print(f"Richardson plot, {name}: at 300 K {local:.4f} eV, "
          f"A ratio {a_local:.3f}")
    print(f" line fit 250-350 K: {fitted:.4f} eV, A ratio {a_fit:.3f}")
print("Neglected effects at 300 K:")
print(f" n-side depletion charge: electron barrier {-charge_shift*1e3:.3f} meV,"
      f" slope {-charge_drift*1e3:.5f} meV/K")
for name, barrier in (("electron", electron_ideal), ("hole", hole_ideal)):
    phi = barrier(300.0)
    print(f" {name}: band bending {bending(phi, 300.0):.4f} V, field "
          f"{depletion_charge(phi, 300.0)/EPS_S/1e8:.4f} MV/cm")
    for label, effect in (("image", image_lowering),
                          ("tunnel", tunnel_lowering)):
        change = -drift(lambda t: effect(barrier(t), t), 300.0, 5.0)
        print(f"  {label} lowering {effect(phi, 300.0)*1e3:.2f} meV, "
              f"barrier slope added {change*1e3:+.4f} meV/K")
print(f" Tunnelling energy E00: {E00*1e3:.3f} meV; kT: {KB*300*1e3:.3f} meV")
boltzmann = A_TRUE * 300.0**2 * np.exp(-PHI0 / (KB * 300.0))
print(f" Degeneracy correction to hole current: "
      f"{emission(PHI0, 300.0)/boltzmann-1:.1e} (relative)")
print("tests ok")
```

It prints:

```
Gap at 0 K: 1.17 eV; a = 0.47 meV/K; b = 640 K
Neutral level above valence edge: 0.40 eV
Layer: 0.5 nm, relative permittivity 4.0
Gap-state density: 4.0e+14 per cm2 and eV
At 300 K: affinity 4.05 eV, work function 4.70 eV
Work-function drift: 0.10 meV/K
Conduction-edge share of gap change: 0.50
Doping: 1.0e+16 cm^-3; band density 3.0e+19 cm^-3
Semiconductor permittivity 11.7; tunnel mass 0.30 m_e
Ideal pinning:
 T=250 K: gap 1.1370 eV, electron 0.7370 eV, hole 0.4000 eV, gap slope -0.2270 meV/K
 T=300 K: gap 1.1250 eV, electron 0.7250 eV, hole 0.4000 eV, gap slope -0.2521 meV/K
 T=350 K: gap 1.1118 eV, electron 0.7118 eV, hole 0.4000 eV, gap slope -0.2736 meV/K
Electron-barrier change, 250 to 350 K: -25.15 meV
350 K current, true / with 300 K electron barrier: 1.547
Finite pinning at 300 K, from charge balance:
 D=4.0e+14 /(cm2 eV): S=0.09953, hole slope -0.02250, electron slope -0.22963 meV/K
 D=4.0e+15 /(cm2 eV): S=0.01093, hole slope -0.00247, electron slope -0.24966 meV/K
 D=4.0e+16 /(cm2 eV): S=0.00110, hole slope -0.00025, electron slope -0.25188 meV/K
Hole barrier at first D: 0.4075 eV; electron 0.7175 eV
Hole slope / gap slope at first D: 8.9 %
Neutral level at fixed gap fraction 0.3556, strong pinning:
 hole slope -0.0896 meV/K, electron slope -0.1625 meV/K
True Richardson constant (free mass): 120.17 A/(cm2 K2)
Richardson plot, electron: at 300 K 0.8006 eV, A ratio 18.649
 line fit 250-350 K: 0.7999 eV, A ratio 18.293
Richardson plot, hole: at 300 K 0.4000 eV, A ratio 1.000
 line fit 250-350 K: 0.4000 eV, A ratio 1.000
Neglected effects at 300 K:
 n-side depletion charge: electron barrier -0.578 meV, slope 0.00059 meV/K
 electron: band bending 0.5180 V, field 0.0400 MV/cm
  image lowering 22.14 meV, barrier slope added +0.0115 meV/K
  tunnel lowering 10.27 meV, barrier slope added +0.0109 meV/K
 hole: band bending 0.1930 V, field 0.0244 MV/cm
  image lowering 17.24 meV, barrier slope added +0.0186 meV/K
  tunnel lowering 7.18 meV, barrier slope added +0.0125 meV/K
 Tunnelling energy E00: 0.991 meV; kT: 25.852 meV
 Degeneracy correction to hole current: -4.8e-08 (relative)
tests ok
```
